**Linear-response Hubbard U of the Ti 3d shell in TiCl4**

The program examines the result $U=1/\chi_0-1/\chi=F^{T}W_rF$ for TiCl4 in the LDA with the LANL2DZ basis. Here $\chi$ and $\chi_0$ are the responses of the 3d occupation to a field on the shell, with self-consistent and with frozen potential; $F$ is the frozen-potential density change per unit occupation, and $W_r$ is the Hartree-exchange-correlation kernel screened at fixed occupation. It asserts that finite-field occupations, energy curvatures and the explicit pair-space kernel give the same $U$ within stated tolerances, and all three give 7.817 eV. It also asserts that $U$ lies below the unscreened value, 9.446 eV, and that a shell-quadratic correction restores the bare response while the quadratic part of the orbital-wise +U term does not. For five sites it asserts the matrix form of the identity and compares the response of the Cl 3p occupations with finite fields. For a complete division of the charge among the atoms it asserts that both response matrices are singular. The output further shows that changing the 3d projector from Ti4+ to Ti2+ orbitals lowers $U$ to 5.795 eV, and that d functions on Cl lower it to 7.241 eV.

## Program and output

```python
"""Linear-response Hubbard U of the Ti 3d shell in TiCl4 (LDA, LANL2DZ).

Result under test:  U = 1/chi0 - 1/chi = F^T W_r F
  N      occupation of the localised subspace, both spins
  alpha  strength of the added field energy alpha*N
  chi    dN/dalpha, self-consistent;  chi0: same with frozen potential
  X0     independent-particle response in occupied-virtual pairs
  K      Hartree + exchange-correlation kernel in the same pairs
  P      pair matrix elements of the subspace projector
  F      X0 P / chi0, frozen-potential density change per unit N
  R      response at fixed N;  W_r = (1 - K R)^-1 K
Internal units are atomic units; printed energies are in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, dft, ao2mo

HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10   # angstrom
XC = 'lda,vwn'
BOND = 2.17            # angstrom, rough Ti-Cl distance
FIELD_EV = 0.1
FIELD = FIELD_EV / HARTREE


def run_scf(mol, hcore=None, grids=None, eri=None, dm0=None, occ=None):
    mf = dft.RKS(mol)
    mf.xc = XC
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 100
    if grids is None:
        mf.grids.level = 1
    else:
        mf.grids = grids
    if eri is not None:
        mf._eri = eri
    if hcore is not None:
        mf.get_hcore = lambda *args: hcore
    if occ is not None:
        mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def ion(symbol, charge):
    return gto.M(atom=symbol + ' 0 0 0', basis='lanl2dz', ecp='lanl2dz',
                 charge=charge, spin=0, verbose=0)


def check_shell(mol, orbitals, letter):
    """The chosen ion orbitals must have the stated angular character."""
    keep = np.array([lab[2][-1] == letter for lab in mol.ao_labels(fmt=None)])
    part = orbitals * keep[:, None]
    weights = np.diag(part.T @ mol.intor('int1e_ovlp') @ part)
    assert np.all(weights > 0.999)


def make_molecule(cl_basis):
    s = BOND / np.sqrt(3)
    atoms = [('Ti', (0, 0, 0)), ('Cl', (s, s, s)), ('Cl', (-s, -s, s)),
             ('Cl', (-s, s, -s)), ('Cl', (s, -s, -s))]
    return gto.M(atom=atoms, basis={'Ti': 'lanl2dz', 'Cl': cl_basis},
                 ecp='lanl2dz', verbose=0)


def projected(mol, atom, orbitals):
    """Overlap of all basis functions with the localised orbitals."""
    start, stop = mol.aoslice_by_atom()[atom, 2:4]
    coeff = np.zeros((mol.nao, orbitals.shape[1]))
    coeff[start:stop] = orbitals
    return mol.intor('int1e_ovlp') @ coeff


def curvature(n, e):
    """Second derivative of the parabola through three points."""
    left = (e[1] - e[0]) / (n[1] - n[0])
    right = (e[2] - e[1]) / (n[2] - n[1])
    return 2 * (right - left) / (n[2] - n[0])


def field_response(mol, orbitals):
    """Finite fields on the Ti shell: self-consistent and frozen."""
    sc = projected(mol, 0, orbitals)
    op = sc @ sc.T
    eri = mol.intor('int2e', aosym='s8')
    base = run_scf(mol, eri=eri)
    dm = base.make_rdm1()
    h0, fock = base.get_hcore(), base.get_fock()
    overlap, nocc = mol.intor('int1e_ovlp'), mol.nelectron // 2
    n_scf, e_scf, n_frz, e_frz, dms = [], [], [], [], []
    for a in (-FIELD, 0.0, FIELD):
        if a == 0.0:
            mf = base
        else:
            mf = run_scf(mol, h0 + a * op, base.grids, eri, dm)
        d = mf.make_rdm1()
        dms.append(d)
        n_scf.append(np.sum(d * op))
        e_scf.append(mf.e_tot - a * n_scf[-1])
        c = eigh(fock + a * op, overlap)[1][:, :nocc]
        d = 2 * c @ c.T
        n_frz.append(np.sum(d * op))
        e_frz.append(np.sum(d * fock))
    chi = (n_scf[2] - n_scf[0]) / (2 * FIELD)
    chi0 = (n_frz[2] - n_frz[0]) / (2 * FIELD)
    return dict(base=base, eri=eri, dms=dms, n=n_scf[1], chi=chi, chi0=chi0,
                U=1 / chi0 - 1 / chi, curv=curvature(n_scf, e_scf),
                curv0=curvature(n_frz, e_frz))


# Localised orbitals from free closed-shell or spherically filled ions
ti4 = ion('Ti', 4)
mf4 = run_scf(ti4)
d_orb = mf4.mo_coeff[:, 4:9]
check_shell(ti4, d_orb, 'd')
ti2 = ion('Ti', 2)
filling = np.zeros(ti2.nao)
filling[:4], filling[4:9] = 2.0, 0.4
d_orb2 = run_scf(ti2, dm0=mf4.make_rdm1(), occ=filling).mo_coeff[:, 4:9]
check_shell(ti2, d_orb2, 'd')
cl_ion = ion('Cl', -1)
p_orb = run_scf(cl_ion).mo_coeff[:, 1:4]
check_shell(cl_ion, p_orb, 'p')
shell = d_orb @ d_orb.T / 5
atomic_coulomb = np.einsum('ijkl,ij,kl->', ti4.intor('int2e'), shell, shell,
                           optimize=True)

# Finite-field road
mol = make_molecule('lanl2dz')
ff = field_response(mol, d_orb)
base = ff['base']
U_energy = ff['curv'] - ff['curv0']

# Kernel road: explicit occupied-virtual pair space
nocc = mol.nelectron // 2
occ_c, vir_c = base.mo_coeff[:, :nocc], base.mo_coeff[:, nocc:]
gaps = base.mo_energy[None, nocc:] - base.mo_energy[:nocc, None]
x0 = -4 / gaps.ravel()
npair = x0.size
K_hartree = ao2mo.general(ff['eri'], (occ_c, vir_c, occ_c, vir_c),
                          compact=False).reshape(npair, npair)
K_xc = np.zeros((npair, npair))
dm = base.make_rdm1()
coords, weights = base.grids.coords, base.grids.weights
for i in range(0, len(weights), 4000):
    ao = dft.numint.eval_ao(mol, coords[i:i + 4000])
    rho = np.sum((ao @ dm) * ao, axis=1)
    good = rho > 1e-10
    ao, rho, w = ao[good], rho[good], weights[i:i + 4000][good]
    if rho.size == 0:
        continue
    fxc = np.asarray(dft.libxc.eval_xc(XC, rho, spin=0, deriv=2)[2][0])
    pair = ((ao @ occ_c)[:, :, None] * (ao @ vir_c)[:, None, :])
    pair = pair.reshape(rho.size, npair)
    K_xc += pair.T @ (pair * (w * fxc.reshape(-1))[:, None])
K = K_hartree + K_xc


def pair_field(sc):
    return ((sc.T @ occ_c).T @ (sc.T @ vir_c)).ravel()


def screened(kernel, P):
    """Self-consistent pair response to the fields P, and its projection."""
    XP = np.linalg.solve(np.diag(1 / x0) - kernel, P)
    return P.T @ XP, XP


def kernel_U(P):
    """F^T W_r F, built without the self-consistent response chi."""
    A = x0[:, None] * P
    chi0 = P.T @ A
    F = A @ np.linalg.inv(chi0)
    R = np.diag(x0) - F @ A.T
    WF = np.linalg.solve(np.eye(npair) - K @ R, K @ F)
    return F.T @ WF, F, chi0


sc_d = projected(mol, 0, d_orb)
P = pair_field(sc_d)[:, None]
U_mat, F, chi0_mat = kernel_U(P)
chi_mat, XP = screened(K, P)
U, chi0, chi = U_mat[0, 0], chi0_mat[0, 0], chi_mat[0, 0]
unscreened = (F.T @ K @ F)[0, 0]
xc_part = (F.T @ K_xc @ F)[0, 0]

assert abs(ff['chi0'] / chi0 - 1) < 5e-3
assert abs(ff['chi'] / chi - 1) < 5e-3
assert abs(ff['U'] / U - 1) < 1e-2
assert abs(ff['curv'] * ff['chi'] + 1) < 1e-2
assert abs(ff['curv0'] * ff['chi0'] + 1) < 1e-2
assert abs(U_energy / U - 1) < 2e-2
assert chi0 < chi < 0 and U < unscreened

# Which quadratic correction restores the frozen-potential response?
chi_shell = screened(K - ff['U'] * P @ P.T, P)[0][0, 0]
bo, bv = sc_d.T @ occ_c, sc_d.T @ vir_c
Q = np.einsum('mi,na->mnia', bo, bv)
Q = (0.5 * (Q + Q.transpose(1, 0, 2, 3))).reshape(25, npair)
chi_orbital = screened(K - 0.5 * ff['U'] * Q.T @ Q, P)[0][0, 0]
assert abs(chi_shell / chi0 - 1) < 2e-2
assert abs(chi_orbital / chi0 - 1) > 5e-2

# Five sites: Ti 3d and the four Cl 3p shells
sc_p = [projected(mol, a, p_orb) for a in range(1, 5)]
P5 = np.column_stack([P[:, 0]] + [pair_field(s) for s in sc_p])
U5, _, chi0_5 = kernel_U(P5)
chi_5 = screened(K, P5)[0]
U5_direct = np.linalg.inv(chi0_5) - np.linalg.inv(chi_5)
assert np.allclose(U5, U5_direct, rtol=1e-5, atol=1e-6)
change = (ff['dms'][2] - ff['dms'][0]) / (2 * FIELD)
cross = np.array([np.sum(change * (s @ s.T)) for s in sc_p])
assert np.allclose(cross, chi_5[1:, 0], rtol=1e-2, atol=1e-3)

# Complete partition of charge: Loewdin populations of all five atoms
overlap = mol.intor('int1e_ovlp')
val, vec = np.linalg.eigh(overlap)
root = (vec * np.sqrt(val)) @ vec.T
slices = mol.aoslice_by_atom()[:, 2:4]
P_all = np.column_stack([pair_field(root[:, a:b]) for a, b in slices])
sv0 = np.linalg.svd(P_all.T @ (x0[:, None] * P_all), compute_uv=False)
sv = np.linalg.svd(screened(K, P_all)[0], compute_uv=False)
assert sv0[-1] < 1e-8 * sv0[0] and sv[-1] < 1e-8 * sv[0]


def atom_charges(y):
    """Mulliken electron numbers carried by a pair-space density change."""
    d = occ_c @ y.reshape(nocc, -1) @ vir_c.T
    pop = np.sum(0.5 * (d + d.T) * overlap, axis=1)
    return np.array([pop[a:b].sum() for a, b in slices])


q_frozen = atom_charges(F[:, 0])
q_scf = atom_charges(XP[:, 0] / chi)
assert abs(q_frozen.sum()) < 1e-8 and abs(q_scf.sum()) < 1e-8

# Sizes of effects left out of the main number
U_proj = kernel_U(pair_field(projected(mol, 0, d_orb2))[:, None])[0][0, 0]
cl_pol = gto.basis.load('lanl2dz', 'Cl') + [[2, [0.6, 1.0]]]
U_pol = field_response(make_molecule(cl_pol), d_orb)['U']
eps_surface, plane = 3.0, 3.0     # rough oxide value; angstrom below Ti
beta = (eps_surface - 1) / (eps_surface + 1)
xyz = mol.atom_coords()
mirror = xyz * np.array([1, 1, -1]) - np.array([0, 0, 2 * plane / BOHR])
dist = np.linalg.norm(xyz[:, None] - mirror[None], axis=2)
U_image = -beta * q_scf @ (1 / dist) @ q_scf
gap = gaps.min() * HARTREE
kT = const.k * 473 / const.e

print(f'Ti-Cl distance: {BOND:.2f} angstrom')
print(f'Field strength: {FIELD_EV:.2f} eV')
print(f'Basis functions: {mol.nao}; electrons: {mol.nelectron}')
print(f'Occupied-virtual pairs: {npair}')
print(f'Kohn-Sham gap: {gap:.3f} eV')
print(f'Ti 3d occupation: {ff["n"]:.4f} electrons')
print(f'chi0, finite field: {ff["chi0"] / HARTREE:.5f} 1/eV')
print(f'chi0, pair sum: {chi0 / HARTREE:.5f} 1/eV')
print(f'chi, finite field: {ff["chi"] / HARTREE:.5f} 1/eV')
print(f'chi, kernel: {chi / HARTREE:.5f} 1/eV')
print(f'1/chi0, finite field: {HARTREE / ff["chi0"]:.4f} eV')
print(f'1/chi, finite field: {HARTREE / ff["chi"]:.4f} eV')
print(f'Energy curvature, self-consistent: {ff["curv"] * HARTREE:.4f} eV')
print(f'Energy curvature, frozen: {ff["curv0"] * HARTREE:.4f} eV')
print(f'U from occupations: {ff["U"] * HARTREE:.4f} eV')
print(f'U from energies: {U_energy * HARTREE:.4f} eV')
print(f'U from F^T W_r F: {U * HARTREE:.4f} eV')
print(f'Atomic 3d Coulomb integral: {atomic_coulomb * HARTREE:.3f} eV')
print(f'Unscreened F^T K F: {unscreened * HARTREE:.3f} eV')
print(f'  of which exchange-correlation: {xc_part * HARTREE:.3f} eV')
print(f'Frozen change per unit N, on Ti: {q_frozen[0]:.4f} electrons')
print(f'Frozen change per unit N, each Cl: {q_frozen[1]:.4f} electrons')
print(f'Screened change per unit N, on Ti: {q_scf[0]:.4f} electrons')
print(f'Screened change per unit N, each Cl: {q_scf[1]:.4f} electrons')
print(f'chi with shell-quadratic term: {chi_shell / HARTREE:.5f} 1/eV')
print(f'chi with orbital-wise +U term: {chi_orbital / HARTREE:.5f} 1/eV')
print(f'Five-site U, Ti 3d: {U5[0, 0] * HARTREE:.3f} eV')
print(f'Five-site U, Cl 3p: {U5[1, 1] * HARTREE:.3f} eV')
print(f'Five-site V, Ti 3d - Cl 3p: {U5[0, 1] * HARTREE:.3f} eV')
print(f'Five-site V, Cl 3p - Cl 3p: {U5[1, 2] * HARTREE:.3f} eV')
print(f'Condition number of five-site chi0: {np.linalg.cond(chi0_5):.1f}')
print(f'Complete partition, sv ratio chi0: {sv0[-1] / sv0[0]:.1e}')
print(f'Complete partition, sv ratio chi: {sv[-1] / sv[0]:.1e}')
print(f'U with Ti2+ 3d projector: {U_proj * HARTREE:.3f} eV')
print(f'U with d functions on Cl (exponent 0.6): {U_pol * HARTREE:.3f} eV')
print(f'Surface: permittivity {eps_surface:.1f}, plane {plane:.1f} angstrom')
print(f'Image shift of U: {U_image * HARTREE:.4f} eV')
print(f'kT at 473 K: {kT:.4f} eV')
print(f'Thermal factor exp(-gap/2kT): {np.exp(-gap / (2 * kT)):.1e}')
print('all assertions hold')
```

Output:

```
Ti-Cl distance: 2.17 angstrom
Field strength: 0.10 eV
Basis functions: 54; electrons: 40
Occupied-virtual pairs: 680
Kohn-Sham gap: 3.538 eV
Ti 3d occupation: 2.6181 electrons
chi0, finite field: -0.62149 1/eV
chi0, pair sum: -0.62146 1/eV
chi, finite field: -0.10609 1/eV
chi, kernel: -0.10609 1/eV
1/chi0, finite field: -1.6090 eV
1/chi, finite field: -9.4263 eV
Energy curvature, self-consistent: 9.4262 eV
Energy curvature, frozen: 1.6090 eV
U from occupations: 7.8173 eV
U from energies: 7.8172 eV
U from F^T W_r F: 7.8171 eV
Atomic 3d Coulomb integral: 18.969 eV
Unscreened F^T K F: 9.446 eV
  of which exchange-correlation: -0.627 eV
Frozen change per unit N, on Ti: 1.0213 electrons
Frozen change per unit N, each Cl: -0.2553 electrons
Screened change per unit N, on Ti: 0.6953 electrons
Screened change per unit N, each Cl: -0.1738 electrons
chi with shell-quadratic term: -0.62152 1/eV
chi with orbital-wise +U term: -0.11588 1/eV
Five-site U, Ti 3d: 6.150 eV
Five-site U, Cl 3p: 11.833 eV
Five-site V, Ti 3d - Cl 3p: 1.157 eV
Five-site V, Cl 3p - Cl 3p: 3.570 eV
Condition number of five-site chi0: 100.1
Complete partition, sv ratio chi0: 2.6e-16
Complete partition, sv ratio chi: 2.0e-18
U with Ti2+ 3d projector: 5.795 eV
U with d functions on Cl (exponent 0.6): 7.241 eV
Surface: permittivity 3.0, plane 3.0 angstrom
Image shift of U: -0.0050 eV
kT at 473 K: 0.0408 eV
Thermal factor exp(-gap/2kT): 1.4e-19
all assertions hold
```
